# When a Pair of Opposite Screw Dislocations Cannot Emit Growth Loops

## The decision

A growth simulation near two opposite screw dislocations must settle whether the pair is entered as a repeating source of steps. If it is, the pair supplies layer after layer without islands having to form. If it is not, new layers must come from islands, from steps elsewhere, or from occasional loops that thermal fluctuations drive out of the pair. The deciding quantity is the separation $d$ of the pair, compared with twice the critical radius $r_c$ of a growing island.

For $d<2r_c$, a step that starts straight between the dislocations bows out to a circular arc of radius $r_c$ and stops. It emits no closed loop. The starting shape matters: a step already pushed far enough forward can emit a loop, a case treated separately below.

## Energy, signs and the velocity law

The dislocations emerge at the fixed points $(\pm a,0)$, with $d=2a$. One step, one layer high, joins them. Forward means towards the lower terrace, initially the direction $+y$. The step has free energy $\gamma$ per length, the same in all directions. An atom lowers the free energy by $\Delta\mu>0$ on joining the upper terrace, where it occupies area $\Omega$. With $L$ the step length and $A$ the area gained in front of the straight line between the dislocations,
$$F=\gamma L-\frac{\Delta\mu}{\Omega}A .$$

Let $s$ be arc length from left to right, $\mathbf T$ the unit tangent and $\mathbf n$ the forward normal. Curvature $\kappa$ is positive for a forward bulge, so $\mathbf n_s=\kappa\mathbf T$, as on a circle with outward normal. Displace the step by $u\,\mathbf n$, with $u=0$ at the ends. The tangent vector becomes $(1+\kappa u)\mathbf T+u_s\mathbf n$, and its length is
$$\sqrt{(1+\kappa u)^2+u_s^2}=1+\kappa u+\tfrac12u_s^2+\dots$$
to second order, because the two terms in $\kappa^2u^2$ cancel. The area swept is $\int(u+\tfrac12\kappa u^2)\,ds$, since the swept strip widens as $1+\kappa u$. To first order,
$$\delta F=\int\Big(\gamma\kappa-\frac{\Delta\mu}{\Omega}\Big)u\,ds .$$
The bracket vanishes at $\kappa=1/r_c$, where
$$r_c=\frac{\gamma\Omega}{\Delta\mu}.$$

Assume that the local normal velocity $V$ is proportional to the local driving force per atom, $V=M(\Delta\mu-\gamma\Omega\kappa)$, with constant mobility $M$. Then
$$V=v_\infty(1-r_c\kappa),\qquad v_\infty=M\Delta\mu .$$
This law leaves out overlapping diffusion fields, elastic forces and thermal fluctuations. Setting $u=V\,dt$ in $\delta F$, and using $\Delta\mu/\Omega=\gamma/r_c$,
$$\frac{dF}{dt}=-\frac{\gamma}{r_c}\int(1-r_c\kappa)V\,ds=-\frac{\gamma}{r_cv_\infty}\int V^2ds\le0 .$$

## Which steps can rest

At rest, $\kappa=1/r_c$ everywhere between the ends. A plane curve of constant curvature is a circular arc, here of radius $r_c$. Its chord is $d$, and no chord exceeds the diameter. Rest therefore requires $d\le2r_c$.

For $d<2r_c$ there are two arcs without self-crossing. If an arc subtends the angle $2\theta$ at its centre, half its chord is $r_c\sin\theta=a$, so
$$\theta_1=\arcsin(a/r_c),\qquad \theta_2=\pi-\theta_1 .$$
The first is the short arc, the second the long arc. Two resting shapes exist, but this does not yet show that a moving step reaches the first one.

## Motion of a step that is a graph

Write the step as $y=h(x,t)$ with $h(\pm a,t)=0$, and let $W=\sqrt{1+h_x^2}$. A vertical speed $h_t$ gives normal velocity $V=h_t/W$. The curvature is $\kappa=-h_{xx}/W^3$, with the minus sign because a forward bulge has $h_{xx}<0$. Multiplying the velocity law by $W$,
$$h_t=G(h_x,h_{xx}),\qquad G(p,q)=v_\infty\Big[\sqrt{1+p^2}+\frac{r_c\,q}{1+p^2}\Big].$$
The short arc is the resting graph
$$h_s(x)=\sqrt{r_c^2-x^2}-\sqrt{r_c^2-a^2}.$$

**Comparison.** Let $f$ and $g$ be smooth for $t>0$, with $f_t\le G(f_x,f_{xx})$ and $g_t\ge G(g_x,g_{xx})$. If $f\le g$ initially and at both ends, then $f\le g$ later.

To prove this, set $w=g-f$ and integrate the derivative of $G$ along the straight path from $(f_x,f_{xx})$ to $(g_x,g_{xx})$. This gives
$$w_t\ge\alpha w_{xx}+\beta w_x,\qquad \alpha>0 ,$$
where $\alpha$ and $\beta$ are the averages of $\partial G/\partial q=v_\infty r_c/(1+p^2)$ and $\partial G/\partial p$ on the path. There is no term in $w$ itself, because $G$ does not contain $h$. For $\epsilon>0$ let $w_\epsilon=w+\epsilon(1+t)$, which starts positive and is positive at the ends. Suppose it first reaches zero at an interior point. There it has a minimum in $x$, so $w_x=0$ and $w_{xx}\ge0$, and it has been falling, so $\partial_tw_\epsilon\le0$. But the inequality gives $\partial_tw_\epsilon\ge\epsilon>0$, a contradiction. Hence $w_\epsilon>0$, and $\epsilon\to0$ gives $w\ge0$.

## The straight step cannot wrap round its ends

Start with $h=0$. Three uses of the comparison follow.

1. With $f=h$ and $g=h_s$, it gives $h\le h_s$. The short arc is a barrier.
2. With $f=0$ and $g=h$, it gives $h\ge0$, because $f_t=0\le G(0,0)=v_\infty$.
3. With $f=h(x,t)$ and $g=h(x,t+\tau)$, it gives $h(x,t+\tau)\ge h(x,t)$ for $\tau>0$, since by item 2 the later curve starts in front. The step does not retreat.

Since $0\le h\le h_s$, with equality at the ends, the end slopes of $h$ lie between zero and those of $h_s$. Their size is at most
$$S=\frac{a}{\sqrt{r_c^2-a^2}} .$$
Differentiating the equation of motion shows that $p=h_x$ obeys
$$p_t=\frac{\partial G}{\partial q}\,p_{xx}+\frac{\partial G}{\partial p}\,p_x .$$
Again there is no term in $p$ itself, so by the same argument $p$ takes its extreme values initially or at the ends. Thus $|h_x|\le S$ everywhere.

With the slope bounded, the coefficient $v_\infty r_c/(1+h_x^2)$ stays above a positive constant. The standard existence theorem for such parabolic equations in one dimension then continues the smooth solution to all times. The step remains a graph over the segment between the dislocations. To close a loop it would have to pass outside and behind them, which such a graph cannot do.

## Approach to the short arc

The area satisfies $A\le A_s$, the area under $h_s$, so $F\ge-(\Delta\mu/\Omega)A_s$. A falling quantity with a lower bound has a finite total fall. By the dissipation law there are therefore times $t_k\to\infty$ at which $\int V^2ds\to0$.

Let $\sin\varphi=h_x/W$. Its $x$ derivative is $h_{xx}/W^3=-\kappa$, so the velocity law reads $V/v_\infty=1+r_c\,\partial_x\sin\varphi$. Integrating from $0$ to $x$,
$$\sin\varphi(x)=\sin\varphi(0)-\frac{x}{r_c}+\frac1{r_cv_\infty}\int_0^xV\,dx'.$$
By the Cauchy–Schwarz inequality and $dx\le ds$, the last integral is at most $\sqrt{2a}\,(\int V^2ds)^{1/2}$ in size, which vanishes along $t_k$. For a subsequence $\sin\varphi(0)$ tends to a constant $C$. Since slopes are bounded,
$$h_x\to\frac{z}{\sqrt{1-z^2}},\qquad z=C-\frac{x}{r_c}.$$
The integral of $h_x$ from $-a$ to $a$ is zero. The function of $z$ is odd and increasing, so this requires $C=0$. Integration from an end gives $h\to h_s$ along these times.

The result extends to all late times. Let $m$ be the largest value of $h_s-h$ at some moment. The comparison with $f=h_s-m$ and $g=h$ shows that the largest gap never rises above $m$ afterwards. A gap that does not grow and tends to zero along $t_k$ tends to zero altogether.

## Other starting shapes and a varying driving force

The starting step may be any graph of bounded slope, $|h_x|\le K$, lying on or behind the short arc. The upper barrier is unchanged. A lower barrier is the wedge $b=-K(a-|x|)$. Away from $x=0$ it is straight and stationary, while $G=v_\infty\sqrt{1+K^2}>0$, so the comparison applies. At $x=0$ its corner points backwards, and a smooth curve in front of the wedge cannot touch it there. The slopes are then bounded by the larger of $K$ and $S$, and the convergence argument holds as before.

The driving force may also vary in time, provided $0\le\Delta\mu(t)\le\Delta\mu_m$ with $d<2\gamma\Omega/\Delta\mu_m$. On the short arc drawn for $\Delta\mu_m$, the curvature term equals $\Delta\mu_m$, so the velocity law gives $V\le0$. That arc remains a barrier to a straight start, and the straight line remains a lower one. No loop forms, although the step may now move back and forth.

## Stability and the energy barrier

At $\kappa=1/r_c$ the first-order terms in $F$ cancel, and the second-order terms found above leave
$$\delta^2F=\frac{\gamma}{2}\int\Big(u_s^2-\frac{u^2}{r_c^2}\Big)ds .$$
The arc length is $2\theta r_c$ and $u$ vanishes at the ends. The modes are $\sin(n\pi s/2\theta r_c)$, with $s$ measured from one end, and the operator $-\partial_s^2-1/r_c^2$ has eigenvalues
$$\lambda_n=\frac1{r_c^2}\Big[\Big(\frac{n\pi}{2\theta}\Big)^2-1\Big],\qquad n=1,2,\dots$$
For the short arc, $\theta<\pi/2$ and all are positive. For the long arc, $\pi/2<\theta<\pi$, so $\lambda_1<0$ and the rest are positive. The long arc is a saddle with one unstable direction.

The same quadratic form gives the curvature change $\delta\kappa=-u_{ss}-u/r_c^2$. Hence $u_t=-v_\infty r_c\,\delta\kappa$, and mode $n$ decays at rate $v_\infty r_c\lambda_n$. The slowest rate near the short arc is
$$\Gamma=\frac{v_\infty}{r_c}\Big[\Big(\frac{\pi}{2\theta_1}\Big)^2-1\Big].$$
For a close pair $\theta_1\approx a/r_c$, and $\Gamma\approx\pi^2v_\infty r_c/d^2$: line tension dominates and settling is fast. Near threshold put $\theta_1=\pi/2-\eta$. Then $\Gamma\approx4\eta v_\infty/(\pi r_c)$, which vanishes with $\eta$.

For the energy of each resting arc use $L=2r_c\theta$ and $A=r_c^2(\theta-\sin\theta\cos\theta)$, the sector minus the triangle:
$$F=\gamma r_c(2\theta-\theta+\sin\theta\cos\theta)=\gamma r_c\big(\theta+\tfrac12\sin2\theta\big).$$
With $\theta_2=\pi-\theta_1$ and $\sin2\theta_2=-\sin2\theta_1$, the difference between long and short arc is
$$\Delta F=\gamma r_c\,(\pi-2\theta_1-\sin2\theta_1).$$
As $d\to0$ it tends to $\pi\gamma r_c$. This is the barrier for a free circular island, the maximum of $2\pi r\gamma-\pi r^2\gamma/r_c$, reached at $r=r_c$. Near threshold it becomes $\gamma r_c(2\eta-\sin2\eta)\approx\frac43\gamma r_c\eta^3$. Fluctuations therefore blur the sharp criterion close to $d=2r_c$.

## A worked pair

Take round model parameters: $\gamma=0.50$ eV/nm, $\Omega=0.10$ nm², $\Delta\mu=0.010$ eV, $v_\infty=1.0$ nm/s and a temperature of 600 K, for which $kT=0.0517$ eV. Then
$$r_c=\frac{0.50\times0.10}{0.010}=5.0\ \text{nm},\qquad 2r_c=10\ \text{nm}.$$
A pair with $d=8.0$ nm is blocked. Here $a/r_c=0.80$ and $\theta_1=0.927$. The step stops at height $5.0-\sqrt{5.0^2-4.0^2}=2.0$ nm, after gaining 11.2 nm², or about 112 atoms. Integrating the graph equation on 160 intervals from a straight start gives a final height of 1.9999 nm.

The slowest relaxation rate is
$$\Gamma=\frac{1.0}{5.0}\Big[\Big(\frac{\pi}{2\times0.9273}\Big)^2-1\Big]=0.374\ \text{s}^{-1},$$
a relaxation time of 2.7 s. The late decay of the integrated height also gives 0.374 s⁻¹. The energy released from the straight start is
$$\gamma r_c\big[1.6-(\theta_1+\tfrac12\sin2\theta_1)\big]=2.5\,(1.6-1.4073)=0.482\ \text{eV},$$
where $1.6=d/r_c$ is the scaled straight length.

The barrier to the long arc is $2.5\,(\pi-1.8546-0.9600)=0.82$ eV, or $15.8\,kT$. A free island needs 7.85 eV. The pair thus lowers the barrier greatly without becoming a source in the fluctuation-free model. An escape rate would also need a prefactor, which this model does not supply.

Solving $d=2r_c$ for the driving force gives the threshold
$$\Delta\mu^*=\frac{2\gamma\Omega}{d}=\frac{2\times0.50\times0.10}{8.0}=0.0125\ \text{eV}.$$
For an ideal vapour $\Delta\mu=kT\ln(1+\sigma)$, with $\sigma$ the supersaturation. The chosen driving force corresponds to $\sigma=0.21$ and the threshold to $\sigma^*=0.27$. In the fluctuation-free model, this is the number to compare with the growth conditions before the pair is entered as a source. Just below it the barrier is small, about $5\,kT$ at $0.90\,\Delta\mu^*$ and $1.7\,kT$ at $0.95\,\Delta\mu^*$, and thermal fluctuations may still release loops.

## A step pushed beyond the long arc

Consider circular arcs through both dislocations with any half-angle $\theta$. Their radius is $a/\sin\theta$, so initially
$$V=v_\infty\Big(1-\frac{r_c\sin\theta}{a}\Big).$$
Between $\theta_1$ and $\theta_2$ the radius is below $r_c$ and the arc retreats. Beyond $\theta_2$ it is above $r_c$ and the arc advances.

To follow such steps after they overhang, the step was represented by points about 0.3 nm apart and moved by the velocity law in time steps of 0.1 s. When its two wings met behind the pair, they were joined into a loop and a remaining segment. For the blocked pair, a start 0.10 rad inside the long arc returned to the short arc. A start 0.10 rad outside emitted a loop after about 70 s, with contact about 6 nm behind the line between the dislocations. The loop enclosed the area of a circle of radius about 38 nm, far above $r_c$.

The remaining segment was a graph lying behind that line. Once its sharp tip at the contact is rounded, its slope is bounded and the earlier result applies: it must come to rest on the short arc. The calculation, which cut off the narrow tip, ended there too. One forced emission in this case adds one layer and does not start a repeating source.

## Above the threshold

For $d>2r_c$ no resting step exists. This alone does not prove repeated emission, so the same moving-curve method was applied to $d=12$ nm, with the other parameters unchanged. From a straight start the first loop closed after about 98 s, and the segment left behind emitted a second after a further 100 s. Doubling the point spacing and the time step changed the first time to 100 s, so these times carry a discretization error. On refinement they settle near 97 s and 99 s. The second interval stays longer by about 1.6 s, as expected for a segment that starts behind the line between the dislocations. At closure the first loop enclosed the area of a circle of radius about 44 nm, far above $r_c$.

On the coarser setting, a straight step came to rest at $d/(2r_c)=0.97$ and emitted a loop at 1.03. At equality the short arc is a semicircle with vertical ends. The slope bound $S$ then diverges, and the proof above does not cover that case.

## Where the criterion needs changing

If $\gamma$ depends on step direction, the resting shape is no longer circular and the threshold must be found from the corresponding equilibrium shape. Elastic forces near the dislocations alter the local driving force. For a shear modulus of 30 to 80 GPa, a Burgers vector of 0.3 nm and an atomic volume of 0.03 nm³, the bulk strain energy per atom equals the worked $\Delta\mu$ at about 1 nm from each core. That is not negligible against $a=4$ nm. If the dislocations move, $d$ changes with time. Other steps can also sweep across the pair and supply layers while it is blocked. A blocked pair means that this pair is not a repeating source under the stated law; it does not mean that the crystal has stopped growing.
